# Does a half-filled S-state shell have zero quadrupole constant?

## Question

The ground states of manganese, $3d^5\,{}^6S_{5/2}$, and europium, $4f^7\,{}^8S_{7/2}$, have $L=0$. Their open shells hold one electron in each spatial orbital, all with parallel spins. Such a charge cloud is spherical, so it should have no electric field gradient at the nucleus, and the hyperfine constant $B$ should vanish.

Yet I read that $B$ is not zero in these atoms, and that the reason is "relativistic": the $j=l+1/2$ and $j=l-1/2$ electrons have different radial functions, and spin-orbit coupling mixes other terms into the ground state. Are these two separate reasons? Is either of them enough by itself? And how does the size of $B$ depend on them?

## Answer

They are not two equivalent reasons. Within one configuration, different radial functions leave $B=0$ as long as the state is pure $S$. Other terms must be mixed into $S$. In the model below this mixing comes from spin-orbit coupling alone; if the different radial functions are also used in the Coulomb integrals, they produce such mixing themselves. With a common radial function, mixing gives a $B$ that starts at third order in the spin-orbit constant $\zeta$; with different radial functions, a first-order term appears.

### What is being calculated

I use Hartree atomic units. An electron at $(r,\theta)$ contributes $-(3\cos^2\theta-1)/r^3$ to the field gradient $V_{zz}$ at the nucleus. For nuclear quadrupole moment $Q$,

$$B=-Q\Big\langle JJ\Big|\sum_i\frac{3\cos^2\theta_i-1}{r_i^3}\Big|JJ\Big\rangle=-2Q\langle T\rangle ,$$

where $T=\sum_i t_i$ and $t$ represents $C/r^3$ with $C=(3\cos^2\theta-1)/2$. A nonzero $B$ is possible only for $J\ge1$, which $J=5/2$ and $7/2$ satisfy. Angular momentum $J$ therefore does not forbid it; $L=0$ does, if $L$ is a good quantum number.

A Dirac electron has large and small radial functions $P_j,Q_j$. The operator $C/r^3$ does not connect large with small components. Their angular parts are related by $\boldsymbol\sigma\cdot\hat{\mathbf r}$, which commutes with $C$ and has square one, so both carry the same angular matrix element. The radial factor is then

$$R_{jj'}=\int_0^\infty\frac{P_jP_{j'}+Q_jQ_{j'}}{r^3}\,dr .$$

Write $+$ and $-$ for $j=l\pm1/2$, and $\Lambda=\mathbf l\cdot\mathbf s$. Since $\Lambda$ has eigenvalues $l/2$ and $-(l+1)/2$, the projectors are

$$\Pi_+=\frac{l+1+2\Lambda}{2l+1},\qquad \Pi_-=\frac{l-2\Lambda}{2l+1},$$

and $t=\sum_{jj'}R_{jj'}\Pi_jC\Pi_{j'}$.

The model has one configuration $l^{2l+1}$ and the Hamiltonian $H_C+\zeta V$, with $V=\sum_i\Lambda_i$. The Coulomb part $H_C$ uses one common radial function. This is a restriction: radial functions that differ with $j$ also make the Coulomb integrals depend on $j$, which acts as a further spin-orbit coupling and can itself mix other terms into $S$. Here all mixing comes from $\zeta V$, so that the two reasons can be separated.

### A pure $S$ state gives zero for any radial functions

In the stretched $S$ state $|S\rangle$, every orbital $m=-l,\dots,l$ holds one spin-up electron. Hence $\langle S|T|S\rangle=\sum_m\langle m{\uparrow}|t|m{\uparrow}\rangle$. Consider the $2\times2$ spin matrix

$$\tau_{\sigma\sigma'}=\sum_m\langle m\sigma|t|m\sigma'\rangle .$$

The operator $t$ has rank 2 under joint rotations of orbit and spin. The trace over $m$ is unchanged by orbital rotations, so $\tau$ must have rank 2 under spin rotations alone. A $2\times2$ matrix contains only ranks 0 and 1. Thus $\tau=0$ for any $R_{++},R_{+-},R_{--}$.

The same argument covers a correlated state of pure $L=0$: only the orbital rank-0 part of a one-electron operator could contribute, and this would need spin rank 2.

### Which state is mixed in

Let $\lambda=l(l+1)$ and $G=l(l+1)(2l+1)$. In spin blocks,

$$\Lambda_{\uparrow\uparrow}=\tfrac12l_z,\quad \Lambda_{\downarrow\downarrow}=-\tfrac12l_z,\quad \Lambda_{\downarrow\uparrow}=\tfrac12l_+,\quad \Lambda_{\uparrow\downarrow}=\tfrac12l_- .$$

The diagonal part of $V$ gives $\frac12\sum_m m=0$ on $|S\rangle$. What remains moves one electron from $m{\uparrow}$ to $(m+1){\downarrow}$:

$$V|S\rangle=\sum_m g_m\,|m{\uparrow}\to(m+1){\downarrow}\rangle,\qquad g_m=\tfrac12\sqrt{\lambda-m(m+1)} .$$

With $\sum_m m^2=G/3$, its squared norm is

$$\sum_mg_m^2=\tfrac14\left[(2l+1)\lambda-\tfrac13G\right]=\tfrac16G .$$

A one-flip state consists of a hole and an electron, each with angular momentum $l$, so each $L=0,\dots,2l$ occurs once. The $L=0$ member is the original $S$ term with lowered $M_S$; the others have spin one unit lower. Since $V$ is an orbital vector, $V|S\rangle$ has $L=1$. It belongs to the single $P$ term and is an eigenstate of $H_C$.

For the energies $\Delta_L$ above $S$, let $F^k$ be the Slater integrals and $n_k=(2l+1)^2\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2$. The flipped electron loses exchange energy $\sum_kF^kn_k/(2l+1)$, in which the $k=0$ self-term is included. The direct interaction with the full shell is the same before and after the flip, apart from the attraction to the hole. For even $k$ the hole carries the multipole of an electron with opposite sign, so coupling both to $L$ gives

$$\Delta_L=\sum_kF^kn_k\left[\frac1{2l+1}-(-1)^L\begin{Bmatrix}l&l&k\\l&l&L\end{Bmatrix}\right].$$

The bracket vanishes for $k=0$, as it must, and for $L=0$, because that state is still the $S$ term. For $d^5$ the formula gives $\Delta_P=F^2/7+10F^4/21$.

### Mixing with different radial functions: first order

Perturbation theory gives $|\psi\rangle\simeq|S\rangle-(\zeta/\Delta_P)V|S\rangle$. Therefore

$$\langle T\rangle=-\frac{2\zeta}{\Delta_P}X,\qquad B_1=\frac{4Q\zeta X}{\Delta_P},\qquad X=\langle S|TV|S\rangle=\tfrac12\operatorname{tr}(t_{\uparrow\downarrow}l_+),$$

because $T$ must undo the spin flip made by $V$. Inserting the projectors and collecting powers of $\Lambda$ gives $t=uC+v(\Lambda C+C\Lambda)+w\Lambda C\Lambda$, with

$$v=\frac{2[(l+1)R_{++}-lR_{--}-R_{+-}]}{(2l+1)^2},\qquad w=\frac{4[R_{++}+R_{--}-2R_{+-}]}{(2l+1)^2}.$$

The term $uC$ cannot flip a spin, so $u$ is not needed. For the other two, cyclic permutation under the trace and $l_\pm l_\mp=\lambda-l_z^2\pm l_z$ give

$$X_v=\tfrac14\operatorname{tr}\,C(l_-l_++l_+l_-)=\tfrac12\operatorname{tr}\,C(\lambda-l_z^2)=-\tfrac12\operatorname{tr}\,Cl_z^2,$$

where $\operatorname{tr}C=0$ was used. The spin-flip block of $\Lambda C\Lambda$ is $\frac14(l_zCl_--l_-Cl_z)$, so

$$X_w=\tfrac18\operatorname{tr}\,C(l_-l_+l_z-l_zl_+l_-)=-\tfrac14\operatorname{tr}\,Cl_z^2 .$$

Within the shell, $C=\kappa(\lambda-3l_z^2)$, since both sides are rank-2 operators. For $m=l$ the density varies as $\sin^{2l}\theta$, so $\langle\cos^2\theta\rangle=1/(2l+3)$ and $\langle C\rangle=-l/(2l+3)$. This fixes $\kappa=1/[(2l-1)(2l+3)]$. With $\sum_m m^4=G(3\lambda-1)/15$,

$$\operatorname{tr}\,Cl_z^2=\kappa\left[\frac{\lambda G}{3}-\frac{G(3\lambda-1)}5\right]=-\frac{\kappa G(4\lambda-3)}{15}=-\frac G{15},$$

because $4\lambda-3=(2l-1)(2l+3)$. Thus $X=vX_v+wX_w=\frac G{30}(v+\frac w2)$, where $X_v$ and $X_w$ are the traces above. Adding the coefficients in $v+w/2$,

$$\boxed{B_1=\frac{4l(l+1)}{15(2l+1)}\frac{Q\zeta D}{\Delta_P}},\qquad D=(l+2)R_{++}-3R_{+-}-(l-1)R_{--}.$$

The coefficients in $D$ sum to zero, so a common radial function removes this term. It is a product of two small quantities: the amplitude of the $P$ term and the difference between radial integrals.

### Mixing with a common radial function: third order

Now $T=R\sum_iC_i$. It is diagonal in $m$ and spin, and $\sum_mC_m=0$, so $T|S\rangle=0$. Expand the state as $|S\rangle+\zeta|\psi_1\rangle+\zeta^2|\psi_2\rangle+\dots$, with $|\psi_1\rangle=-V|S\rangle/\Delta_P$. No term containing $|S\rangle$ survives in $\langle T\rangle$.

The second-order term is proportional to $\sum_mg_m^2(C_{m+1}-C_m)$. Under $m\to-m-1$, $g_m$ is unchanged and the difference changes sign. The sum vanishes, which leaves $2\zeta^3\langle\psi_1|T|\psi_2\rangle$.

Since $T$ conserves spin projection, only the one-flip part of $|\psi_2\rangle$ with the same $M_S$ matters. It comes from the diagonal part $V_z=\sum_il_{zi}s_{zi}$, which multiplies each one-flip state by $-m/2-(m+1)/2=-(2m+1)/2$. The state $V_zV|S\rangle$ has $M_L=1$ and $L\le2$. Its overlap with the $P$ state is proportional to $\sum_mg_m^2(2m+1)=0$, by the same reflection, so it is a pure $D$ state. The needed part of $|\psi_2\rangle$ is thus $V_zV|S\rangle/(\Delta_P\Delta_D)$, and

$$\langle T\rangle=-\frac{2R\zeta^3Y}{\Delta_P^2\Delta_D},\qquad Y=\sum_mg_m^2(C_{m+1}-C_m)\left(-\frac{2m+1}2\right).$$

Using $C_{m+1}-C_m=-3\kappa(2m+1)$,

$$Y=\frac{3\kappa}8\sum_m[\lambda-m(m+1)](2m+1)^2 .$$

Odd powers of $m$ drop out. The remaining summand is $4\lambda m^2+\lambda-4m^4-5m^2$, whose sum is

$$G\left[\frac{4\lambda-5}3+1-\frac{4(3\lambda-1)}{15}\right]=\frac{2G(4\lambda-3)}{15}=\frac{2G}{15\kappa}.$$

Hence $Y=G/20$ and

$$\boxed{B_3=\frac{l(l+1)(2l+1)}5\frac{QR\zeta^3}{\Delta_P^2\Delta_D}} .$$

Normalization of the state changes this only at higher order. So mixing alone is sufficient for a nonzero $B$, but its effect starts only at third order. The two lower orders vanish for different reasons. At first order, $V$ leads from $S$ to $P$, and an orbital rank-2 operator cannot connect these two terms; this follows from $L=0$. At second order, the contributions cancel by the reflection $m\to-m-1$, which relies on the shell being half filled.

### When the mixing is strong

Half filling itself does not protect the zero. If $\zeta$ greatly exceeds the Coulomb splittings, the lower $j=l-1/2$ subshell fills with $2l$ electrons. One electron is left in $j=l+1/2$. Its stretched state has $m=l$, so for common $R$

$$B\to-2QR\left(-\frac l{2l+3}\right)=\frac{2l}{2l+3}QR .$$

Diagonalization in the full set of determinants with $M=J$ gives $0.5714$ and $0.6667$ for $B/(QR)$ in $d^5$ and $f^7$, in agreement with $4/7$ and $2/3$. The zero belongs to $LS$ coupling.

### Two model shells

To see the sizes, take hydrogenic orbitals in a field $-Z/r$: a $3d^5$ shell with $Z=10$ and a $4f^7$ shell with $Z=30$. Dirac orbitals supply $\zeta$ and the three $R_{jj'}$; nonrelativistic ones supply $F^k$ and the common $R=\langle r^{-3}\rangle$. Take $Q=1$ barn, for which $B/Q=1$ a.u. corresponds to $2.3496\times10^5$ kHz.

**The $3d^5$ shell.** The Coulomb gap is $\Delta_P=0.45421/7+10(0.29622)/21=0.2059$ hartree. The radial integrals $R_{++},R_{+-},R_{--}$ are $2.47184$, $2.47276$ and $2.47979$ a.u., so

$$D=4(2.47184)-3(2.47276)-2.47979=-0.0107\ \text{a.u.}$$

With $\zeta=6.580\times10^{-4}$ hartree,

$$\frac{B_1}{Q}=\frac8{25}\,\frac{(6.580\times10^{-4})(-0.01072)}{0.20595}=-1.096\times10^{-5}\ \text{a.u.},$$

or $B_1=-2.57$ kHz. For the cubic term, $R=2.469$ a.u. and $\Delta_D=0.2180$ hartree give

$$\frac{B_3}{Q}=6\,\frac{2.469\,(6.580\times10^{-4})^3}{(0.20595)^2(0.2180)}=4.56\times10^{-7}\ \text{a.u.},$$

or $B_3=0.107$ kHz. The sum and the full diagonalization both give $-2.47$ kHz. Here the difference between radial functions controls the result, although it changes the individual integrals by less than one percent.

**The $4f^7$ shell.** Now $\zeta/\Delta_P=0.0258$ and $D=-0.1897$ a.u. The first-order term is

$$\frac{B_1}{Q}=\frac{16}{35}(0.02582)(-0.1897)=-2.24\times10^{-3}\ \text{a.u.},$$

or $-526$ kHz. With $R=10.045$ a.u., $\zeta=8.054\times10^{-3}$ hartree and $\Delta_D=0.3644$ hartree,

$$\frac{B_3}{Q}=\frac{84}5\,\frac{10.045\,(8.054\times10^{-3})^3}{(0.31197)^2(0.3644)}=2.49\times10^{-3}\ \text{a.u.},$$

or $584$ kHz. The two terms nearly cancel. Diagonalization gives $587$ kHz with the common radial function, but only $67$ kHz with the relativistic ones. The sum $B_1+B_3=58$ kHz differs from the latter by about $9$ kHz. That is 14 percent of the small total, but less than one percent of $|B_1|+|B_3|$. After such a cancellation, even the sign may change with modest changes in the model. For example, lowering $\zeta$ by 10 percent multiplies $B_1$ by $0.9$ and $B_3$ by $0.729$, and their sum becomes $-48$ kHz.

The different balance follows from the formulas:

$$\frac{B_3}{B_1}=\frac{3(2l+1)^2}4\frac{\zeta^2}{\Delta_P\Delta_D}\frac RD .$$

For these orbitals, at leading order, $\zeta\propto\alpha^2Z^4$, $\Delta\propto Z$ and $D/R\propto(Z\alpha)^2$, where $\alpha$ is the fine-structure constant. The last law is supported by the values of $D/[R(Z\alpha)^2]$ at $Z=1$ and $2$, which agree closely in each shell. Within a given shell, the magnitude of $B_3/B_1$ therefore grows as $\alpha^2Z^4$. The cubic term can be minor in a light shell and comparable in a heavy one.

Both results are small beside the value for one $j=l+1/2$ electron with the same $R$: about $332$ MHz for the $d$ shell and $1573$ MHz for the $f$ shell. For these two model shells the spherical picture is a good first approximation, but it is not a selection rule for the true state.

### What this says about manganese and europium

The mechanism applies to their half-filled shells, but the numbers above are not predictions for these atoms. The model orbitals move in the field $-Z/r$ of a single charge, whereas in a real atom the screening of the nucleus changes with distance. The model also omits other configurations, polarization of the core, the Breit interaction and the dependence of the Coulomb integrals on $j$. The last of these changes the amplitude of the $P$ term directly, and it is not small. With the same Dirac orbitals in the Coulomb integrals, it cancels about 46 percent ($d$) and 25 percent ($f$) of the $S$–$P$ coupling due to $\zeta$, and $B$ becomes $-1.36$ kHz and $-146$ kHz, so the $f$ result changes sign; with $\zeta=0$ it still gives $+1.2$ kHz and $+124$ kHz. The spin-spin part of the Breit interaction opens a further route: it mixes in $D$ terms of the same spin from other configurations, which the ordinary field gradient connects to $S$ without any spin-orbit coupling. That contribution is of order $\alpha^2$, whereas $B_1$ is of order $\alpha^4$. The near cancellation in the $f$ shell is itself tied to the choice $Z=30$, because the ratio of the two terms grows as $Z^4$; it should not be carried over to europium. Since the two terms have opposite signs in both model shells and their ratio changes so quickly, neither the size nor the sign of $B$ in the real atoms can be taken from this model.

The remaining intermediate values are in the numerical output below.

## Computed values

```
B for B/Q = 1 a.u. and Q = 1 barn: 234964.78 kHz
--- model shell 3d5, orbital charge Z = 10, Q = 1 barn
determinants with M = J: 26
Slater F^k (hartree): F2 = 0.45421, F4 = 0.29622
zeta = 6.580325e-04 hartree
gapP = 0.20595, gapD = 0.21804 hartree; zeta/gapP = 0.00320
nonrelativistic <r^-3> = 2.46914 a.u.
Rpp, Rpm, Rmm = 2.47184, 2.47276, 2.47979 a.u.
D = -0.01072 a.u.
D/(<r^-3> (Z alpha)^2) at Z = 1: -0.8125, at Z = 2: -0.8126
weight outside pure S state = 5.1047e-05
B, pure S, relativistic radial functions: 4.8e-11 kHz (size)
B, mixing, common radial function: 0.1073 kHz
B, mixing and relativistic radial functions: -2.4672 kHz
B1 formula = -2.5747 kHz, B3 formula = 0.1073 kHz
B1 + B3 = -2.4674 kHz
B of one j = l+1/2 electron, common R: 331520.0 kHz
doubling small zeta: B grows by 2.000 (different R), 8.001 (common R)
strong-mixing limit of B/(Q R): 0.5714
--- model shell 4f7, orbital charge Z = 30, Q = 1 barn
determinants with M = J: 237
Slater F^k (hartree): F2 = 0.84421, F4 = 0.56405, F6 = 0.41731
zeta = 8.054191e-03 hartree
gapP = 0.31197, gapD = 0.36441 hartree; zeta/gapP = 0.02582
nonrelativistic <r^-3> = 10.04464 a.u.
Rpp, Rpm, Rmm = 10.09716, 10.10293, 10.18337 a.u.
D = -0.18974 a.u.
D/(<r^-3> (Z alpha)^2) at Z = 1: -0.3892, at Z = 2: -0.3893
weight outside pure S state = 9.3367e-03
B, pure S, relativistic radial functions: 1.3e-09 kHz (size)
B, mixing, common radial function: 587.1392 kHz
B, mixing and relativistic radial functions: 67.0521 kHz
B1 formula = -526.1653 kHz, B3 formula = 584.0971 kHz
B1 + B3 = 57.9318 kHz
B of one j = l+1/2 electron, common R: 1573424.9 kHz
doubling small zeta: B grows by 2.000 (different R), 8.002 (common R)
strong-mixing limit of B/(Q R): 0.6667
```
